# Relaxed-Ion Piezoelectric Tensor and the Two Terms of Zincblende e14, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The general formula and what symmetry leaves of it

### 1. The result

When a crystal is strained, its polarization changes for two reasons. The electrons respond to the strain even if every atom follows it homogeneously, and the atoms then move inside the strained cell until the forces on them vanish. To first order in the strain the two contributions add:

\[
e_{\alpha j}=\bar e_{\alpha j}+\frac{e}{\Omega}\sum_{mn}Z^*_{\alpha m}\,(K^{+})_{mn}\,\Lambda_{nj}. \tag{1}
\]

Here \(\bar e_{\alpha j}\) is the clamped-ion tensor, \(Z^*\) holds the dynamical charges, \(K\) the force constants, \(\Lambda\) the forces produced by strain, and \(\Omega\) is the cell volume. The symbol \(e\) without indices is the positive elementary charge; with indices it is the piezoelectric tensor.

For zincblende, with lattice constant \(a\), formula (1) reduces to

\[
e_{14}=\bar e_{14}+\frac{e\,\zeta Z^*}{a^2}, \tag{2}
\]

where \(\zeta\) measures the internal displacement. The two terms may have opposite signs, but symmetry does not require it. They oppose each other if and only if \(\bar e_{14}\) and \(\zeta Z^*\) have opposite signs. Part II derives what decides this in an explicit electronic model, and gives one crystal in which the terms nearly cancel and another in which they add.

### 2. Setting and conventions

The crystal is an insulator with static nuclei. The macroscopic electric field is zero throughout, as in a short-circuited sample. The unstrained crystal is in equilibrium, so no atom feels a force.

The strain \(\eta\) is a symmetric matrix. Its Voigt components are \(\eta_1=\eta_{xx}\), \(\eta_2=\eta_{yy}\), \(\eta_3=\eta_{zz}\), \(\eta_4=2\eta_{yz}\), \(\eta_5=2\eta_{xz}\), \(\eta_6=2\eta_{xy}\). An atom that was at \(\mathbf r_0\) is placed at

\[
\mathbf r=(1+\eta)(\mathbf r_0+\mathbf u). \tag{3}
\]

Thus \(\mathbf u=0\) means that the atom follows the homogeneous strain. The index \(m\) labels an atom together with a Cartesian direction, so \(u_m\) runs over three components for each atom of the cell.

Let \(E(u,\eta)\) be the energy per cell, with the electrons in their ground state for the given \(u\) and \(\eta\). Define, at \(u=\eta=0\),

\[
K_{mn}=\frac{\partial^2E}{\partial u_m\partial u_n},\qquad
\Lambda_{nj}=-\frac{\partial^2E}{\partial u_n\partial\eta_j}. \tag{4}
\]

The polarization needs one more convention. Write the dipole per cell in terms of the primitive vectors \(\mathbf a_i\),

\[
\mathbf P=\frac{e}{\Omega}\sum_i c_i\,\mathbf a_i , \tag{5}
\]

with dimensionless numbers \(c_i\), the reduced dipole. In a periodic crystal the \(c_i\) are defined up to constants, because moving a charge by a lattice vector gives the same crystal. Their changes along a continuous deformation are well defined. The proper derivative of \(\mathbf P\) differentiates \(c_i\) and keeps \(\mathbf a_i\) and \(\Omega\) at their unstrained values. It is therefore independent of the choice of constants. With this meaning of the derivative,

\[
Z^*_{\alpha m}=\frac{\Omega}{e}\frac{\partial P_\alpha}{\partial u_m},\qquad
\bar e_{\alpha j}=\left.\frac{\partial P_\alpha}{\partial\eta_j}\right|_{u}. \tag{6}
\]

For the component \(e_{14}\) the convention makes no difference. If the lattice vectors and the volume are differentiated too, then \(d\mathbf a_i=\eta\,\mathbf a_i\) and \(d\Omega=\Omega\,\mathrm{tr}\,\eta\), which adds to \(d\mathbf P\) the amount

\[
\eta\,\mathbf P-\mathbf P\,\mathrm{tr}\,\eta . \tag{7}
\]

For a pure \(yz\) shear the trace vanishes and the first row of \(\eta\) is zero, so the \(x\) component of (7) is zero whatever \(\mathbf P\) is.

### 3. Force balance

Because the atoms feel no force in the unstrained crystal, the expansion of the energy has no term linear in \(u\):

\[
E=E_0+\sum_jS_j\eta_j+\tfrac12\sum_{jl}B_{jl}\eta_j\eta_l
+\tfrac12\sum_{mn}u_mK_{mn}u_n-\sum_{nj}u_n\Lambda_{nj}\eta_j+\dots \tag{8}
\]

The coefficients \(S\) and \(B\) describe the strain energy with \(u=0\). At given strain the atoms settle where \(\partial E/\partial u_m=0\):

\[
\sum_nK_{mn}u_n=\sum_j\Lambda_{mj}\eta_j. \tag{9}
\]

The left side is the restoring force with its sign reversed. The right side is the force that the strain exerts on atoms held at \(u=0\). Because of (3), the derivative \(-\partial E/\partial\mathbf u\) equals \((1+\eta)\) times the true force. The two vanish together, so (9) is the condition of zero force.

### 4. Why the singular matrix does no harm

The matrix \(K\) cannot be inverted as it stands. Moving all atoms by the same vector \(\mathbf t\) costs no energy at any strain:

\[
E(u+t,\eta)=E(u,\eta). \tag{10}
\]

Let \(T^\beta\) be the displacement pattern with one unit along \(\beta\) for every atom. Differentiating (10) with respect to \(t_\beta\) gives \(\sum_mT^\beta_m\,\partial E/\partial u_m=0\) for all \(u\) and \(\eta\). Differentiating again, once with respect to \(u_n\) and once with respect to \(\eta_j\), gives

\[
\sum_mT^\beta_mK_{mn}=0,\qquad \sum_mT^\beta_m\Lambda_{mj}=0. \tag{11}
\]

The first relation says that \(K\) has three null vectors. Assume that all its other eigenvalues are positive, which is the condition that the crystal is stable against internal displacements. The second relation says that the right side of (9) has no component along the null vectors, so (9) can be solved.

Let \(v^p\) be the normalized eigenvectors of \(K\) with eigenvalues \(k_p>0\), and define

\[
(K^+)_{mn}=\sum_{p}\frac{v^p_m v^p_n}{k_p}. \tag{12}
\]

Then the general solution of (9) is

\[
u_m=\sum_{nj}(K^+)_{mn}\Lambda_{nj}\eta_j+\sum_\beta t_\beta T^\beta_m, \tag{13}
\]

with arbitrary \(t_\beta\). The arbitrary part is a rigid translation. It does not change the polarization, because the cell is neutral: when all nuclei move by \(\mathbf t\), the electrons move with them, and the total charge times \(\mathbf t\) is zero. Hence

\[
\sum_mZ^*_{\alpha m}T^\beta_m=0, \tag{14}
\]

which is the acoustic sum rule. One may also pin any one atom and invert the remaining block of \(K\). That choice selects one value of \(\mathbf t\), and by (14) it leaves the polarization unchanged.

### 5. The chain rule

The relaxed crystal has polarization \(P_\alpha(u(\eta),\eta)\). Its derivative is

\[
e_{\alpha j}=\frac{dP_\alpha}{d\eta_j}
=\left.\frac{\partial P_\alpha}{\partial\eta_j}\right|_u+\sum_m\frac{\partial P_\alpha}{\partial u_m}\frac{du_m}{d\eta_j}. \tag{15}
\]

By (6) the first term is \(\bar e_{\alpha j}\), and \(\partial P_\alpha/\partial u_m=eZ^*_{\alpha m}/\Omega\). By (13) the displacement per strain is \(\sum_n(K^+)_{mn}\Lambda_{nj}\), apart from a translation that (14) removes. Inserting both gives (1).

The units agree. \(Z^*\) is dimensionless, \(K^+\) has the unit m²/J and \(\Lambda\) has J/m, so the sum is a length. Multiplied by \(e/\Omega\) it gives C/m².

No property of the electrons was used beyond a ground state whose energy and polarization vary smoothly. The formula therefore holds within density functional theory if all four ingredients come from the same functional.

### 6. The sign of the internal term

With (12) the internal term is a sum over the eigenvectors of \(K\). These are static displacement patterns, in which the atomic masses do not enter, so in general they are not the vibrational normal modes:

\[
\frac{e}{\Omega}\sum_p\frac{1}{k_p}\Big(\sum_mZ^*_{\alpha m}v^p_m\Big)\Big(\sum_nv^p_n\Lambda_{nj}\Big). \tag{16}
\]

A pattern contributes if it carries a dipole and is also driven by the strain. A soft pattern, with small \(k_p\), contributes strongly. If \(k_p\) tends to zero while both brackets stay different from zero, the linear response diverges and the expansion (8) must be carried further.

The two brackets are different quantities, so their product can have either sign. The elastic energy behaves differently. Inserting (13) in (8), and using (9) to replace \(\tfrac12uKu\) by \(\tfrac12u\Lambda\eta\), leaves

\[
-\tfrac12\sum_{jl}\eta_j\,(\Lambda^{T}K^+\Lambda)_{jl}\,\eta_l\le0 . \tag{17}
\]

Here \(\Lambda\) enters twice, so internal relaxation can only lower the elastic energy. There is no such rule for the piezoelectric tensor.

### 7. The division into two terms depends on a convention

"Clamped" means \(u=0\) in (3). Suppose another reference is chosen, in which the atoms are first carried along by a displacement proportional to the strain, \(u=u'+M\eta\). In the new variables the cross term of (8) and the clamped derivative become

\[
\Lambda'=\Lambda-KM,\qquad \bar e\,'=\bar e+\frac{e}{\Omega}Z^*M. \tag{18}
\]

The internal term changes by \(-(e/\Omega)Z^*K^+KM\). The product \(K^+K\) removes the translations from \(M\) and leaves the rest unchanged. By (14) the translations do not matter to \(Z^*\), so the change equals \(-(e/\Omega)Z^*M\) and compensates the change of \(\bar e\). The sum is independent of the convention, while the separate terms are not. A statement about opposing terms refers to the reference (3), unless another is named.

### 8. Zincblende: which numbers survive

Place the cation at the origin and the anion at \(\tfrac a4(1,1,1)\). The primitive vectors are \(\tfrac a2(0,1,1)\), \(\tfrac a2(1,0,1)\), \(\tfrac a2(1,1,0)\), and \(\Omega=a^3/4\).

Twofold rotations about \(x\), \(y\) and \(z\) through an atom map each sublattice onto itself. The rotation about \(x\) reverses \(y\) and \(z\), so a tensor component survives if the indices \(y\) and \(z\) together occur an even number of times. The other two rotations give the same condition for \(x,z\) and for \(x,y\).

For a tensor with three indices, an even number of \(y\) and \(z\) leaves an odd number of \(x\). In the same way \(y\) and \(z\) each occur an odd number of times. Each index therefore occurs once. The threefold rotation about \([111]\) permutes the axes cyclically and makes the survivors equal:

\[
e_{14}=e_{25}=e_{36},\qquad\text{all other } e_{\alpha j}=0. \tag{19}
\]

The same argument applies to \(\bar e\) and, for each atom, to \(\Lambda\). By (11) the two atoms have opposite values of \(\Lambda\). Let \(L\) be the value for the anion, direction \(x\), strain \(\eta_4\); the cation then has \(-L\).

For a tensor with two indices the rotations remove the off-diagonal components and make the diagonal ones equal. So the charges are \(+Z^*\) for the cation and \(-Z^*\) for the anion, by (14). The force constants are \(k\) for each atom with itself and \(-k\) between the sublattices, by (11).

### 9. Zincblende: the internal term

Apply the strain \(\eta_4\) and let \(w=u_x(\text{anion})-u_x(\text{cation})\). The anion row of (9) reads

\[
k\,w=L\,\eta_4. \tag{20}
\]

Define the internal-strain parameter \(\zeta\) by

\[
w=-\zeta\,\frac{a\eta_4}{4},\qquad\text{so that}\qquad \zeta=-\frac{4L}{ka}. \tag{21}
\]

The displacement changes the dipole per cell by \(e\left[Z^*u_x(\text{cation})-Z^*u_x(\text{anion})\right]=-eZ^*w\). Dividing by the volume and the strain,

\[
\frac{-eZ^*w}{\Omega\,\eta_4}=\frac{eZ^*\zeta a}{4}\cdot\frac{4}{a^3}=\frac{e\,\zeta Z^*}{a^2}, \tag{22}
\]

which is the second term of (2).

Inverting the crystal, which puts the anion at \(-\tfrac a4(1,1,1)\), reverses both terms of \(e_{14}\). The overall sign thus depends on the choice of axes, but the relative sign of the terms does not.

Nothing in this argument relates the sign of \(\bar e_{14}\) to that of \(\zeta Z^*\). They are separate numbers allowed by symmetry, and a relation between them has to come from the electronic structure and the bonding forces.

## Part II. What decides the relative sign

### 10. Symbols and results taken over

The cation is at the origin and the anion at \(\tfrac a4(1,1,1)\), with \(\Omega=a^3/4\). Atoms sit at \((1+\eta)(\mathbf r_0+\mathbf u)\), and \(\eta_4=2\eta_{yz}\). The anion shift relative to the cation is \(w\) along \(x\), and in the relaxed crystal \(w=-\zeta a\eta_4/4\). The cation has dynamical charge \(Z^*\) in units of the elementary charge \(e\), and the anion has \(-Z^*\). Part I gave

\[
e_{14}=\bar e_{14}+\frac{e\,\zeta Z^*}{a^2},
\]

with polarization derivatives taken at fixed lattice vectors. For brevity let \(h=a\eta_4/4\), a length.

### 11. A shear and a shift change the bonds alike

The four bonds from a cation to its neighbours are \(\mathbf d_i=\tfrac a4\mathbf s_i\), with

\[
\mathbf s_i=(1,1,1),\;(1,-1,-1),\;(-1,1,-1),\;(-1,-1,1). \tag{23}
\]

Their length is \(d_0=\sqrt3a/4\) and their directions are \(\mathbf s_i/\sqrt3\). To first order a bond changes its length by the projection of its change onto its direction. Under a shear and a shift together,

\[
\delta\ell_i=\frac{\mathbf s_i}{\sqrt3}\cdot\left(\eta\,\frac a4\mathbf s_i+w\hat{\mathbf x}\right)
=\frac1{\sqrt3}\left(\frac{a\eta_4}{4}s_{iy}s_{iz}+w\,s_{ix}\right). \tag{24}
\]

The factor \(\eta_4\) arises because \(\eta_{yz}\) and \(\eta_{zy}\), each \(\eta_4/2\), contribute equally. Every vector in (23) has \(s_{ix}s_{iy}s_{iz}=1\), so \(s_{iy}s_{iz}=s_{ix}\) and

\[
\delta\ell_i=\frac{s_{ix}}{\sqrt3}\,(w+h). \tag{25}
\]

The shear and the shift produce the same pattern of bond lengths. The choice \(w=-h\), that is \(\zeta=1\), restores all four lengths to first order.

### 12. The electronic model

Each atom carries four hybrid orbitals, one pointing along each bond. The cation hybrids have energy \(+\Delta\) and the anion hybrids \(-\Delta\). Two hybrids on one atom are coupled by \(-V_1\), and the two hybrids of a bond by \(-V_2(d_0/\ell)^2\). The core charges are 3 and 5, and eight electrons per cell fill four bands. The position operator is diagonal in the hybrids, with the atomic site as its value. The electrons do not interact, so this is a model of the structure of the response and not a density functional calculation of a material.

The assumption that matters is that the Hamiltonian depends on the geometry through the bond lengths alone. The hybrids turn with their bonds, and the coupling \(V_1\) stays fixed.

Label a hybrid by its cell \(\mathbf R\), in lattice coordinates, and its place \(m\) in the cell. Bloch states are built as \(\sum_{\mathbf R,m}e^{2\pi i\boldsymbol\kappa\cdot\mathbf R}u_m(\boldsymbol\kappa)|m,\mathbf R\rangle\), where \(\boldsymbol\kappa\) runs over a unit cube. The phases contain cell labels and no atomic positions, so \(u_m\) also depends on bond lengths alone.

A localized state is an integral of Bloch states over \(\boldsymbol\kappa\). Acting on it, the cell label \(R_i\) equals \((2\pi i)^{-1}\partial/\partial\kappa_i\) applied to the phase. Integration by parts transfers the derivative to \(u\), and the mean cell label of the electrons, with a factor 2 for spin, is

\[
b_i=2\sum_{v}\int d^3\kappa\,\frac{i}{2\pi}\Big\langle u_v\Big|\frac{\partial u_v}{\partial\kappa_i}\Big\rangle , \tag{26}
\]

where \(v\) runs over the occupied bands. This is the Berry-phase expression for the polarization, apart from the positions inside the cell.

The piezoelectric response is now split into a clamped-ion and an internal term whose relative sign symmetry does not fix, and in the electronic model a shear and an internal shift change the bond lengths in the same pattern. It remains to derive the charges and the internal displacement from this model, and to find when the two terms oppose or add.
